\section*{Replica Exchange and Overlap Distributions in a Dipolar Ising Glass}

\section{The result and the setting}

Replica exchange runs copies of one disordered sample at several temperatures and swaps configurations between them. The user chooses the temperature ladder, the run length and the number of disorder realizations. This guide derives those choices for a dipolar glass, with a measure of whether the starting configuration has been forgotten.

For each disorder realization take two independent runs, $a$ and $b$, with different starts, and two separated time blocks, 1 and 2. Let $W_{xy}$ be the mean squared overlap between block 1 of run $x$ and block 2 of run $y$. Then
\begin{equation}
D=W_{aa}+W_{bb}-W_{ab}-W_{ba}
\label{D}
\end{equation}
has a non-negative expectation if each run has the same mean pair correlations in both blocks and its fluctuations in the two blocks are independent. It vanishes when both runs have the same mean pair correlations. Under these conditions the sign is fixed, so disagreements in different realizations cannot cancel in the disorder average. A vanishing $D$ is necessary for equilibrium but not sufficient.

In the example below, at 1 K, $D=0.003\pm0.004$ with exchange and $1.72\pm0.05$ without it. Errors after $\pm$ are standard errors over disorder realizations.

\section{Model and boundary condition}

There are $N$ dipoles on random sites of a cubic cell of edge $L$ and volume $V=L^3$, repeated periodically. Each points along $+z$ or $-z$, written $s_i=\pm1$. Energies are divided by $k_B$ and quoted in kelvin, so $\beta=1/T$:
\begin{equation}
H=\tfrac12\sum_{i\ne j}A_{ij}s_is_j .
\end{equation}
The interaction of a dipole with its own images does not change when $s_i$ is reversed, and is dropped.

Two parallel unit dipoles have energy $-\partial_z^2(1/r)=1/r^3-3z^2/r^5$. Its strength is
\begin{equation}
J_0=\frac{p^2}{4\pi\varepsilon_0\varepsilon k_B},
\end{equation}
where $p$ is the dipole already dressed by the host and $\varepsilon$ is the relative permittivity. The lattice sum of $1/r^3$ terms depends on the outer boundary, so the boundary is part of the model. To evaluate the sum, split $1/r$ into $\mathrm{erfc}(\alpha r)/r$, summed over images, and $\mathrm{erf}(\alpha r)/r$, summed over wave vectors. The Fourier transform of the second part is $4\pi e^{-k^2/4\alpha^2}/k^2$, and $-\partial_z^2$ multiplies it by $k_z^2$. Hence
\begin{align}
\frac{A(\mathbf r)}{J_0}={}&-\sum_{\mathbf n}\partial_z^2
\frac{\mathrm{erfc}(\alpha|\mathbf r+\mathbf nL|)}{|\mathbf r+\mathbf nL|}\nonumber\\
&+\frac{4\pi}{V}\sum_{\mathbf k\ne0}\frac{k_z^2}{k^2}
e^{-k^2/4\alpha^2}\cos(\mathbf k\cdot\mathbf r).
\end{align}
Omitting $\mathbf k=0$ removes the macroscopic field, as a conducting boundary does. A large sphere of cells surrounded by the same host without dipoles would instead have a depolarizing field opposite to its polarization, which adds $4\pi J_0/(3V)$ to each coupling. Subtracting this term from a direct sum over a sphere of radius $20L$ reproduced the expression above to $1.2\times10^{-5}J_0/L^3$ at three trial displacements.

\section{Why local updates are not enough}

The terms of $H$ containing $s_i$ are $s_ih_i$, with $h_i=\sum_{j\ne i}A_{ij}s_j$. With the other dipoles fixed, the Boltzmann weights of $s_i=\pm1$ are $e^{\mp h_i/T}$. The heat-bath update draws $s_i$ afresh from this conditional distribution:
\begin{equation}
P(s_i=+1)=\frac{e^{-h_i/T}}{e^{-h_i/T}+e^{h_i/T}}
=\frac1{1+e^{2h_i/T}} .
\end{equation}
If the configuration was Boltzmann distributed before the update, it is so afterwards. A sweep through all sites is a succession of such updates and has the same property.

This says nothing about speed. Consider an isolated pair with bond strength $J=|A_{12}|$. An updated dipole violates the bond with probability $\epsilon=1/(1+e^{2J/T})$. Relative to the orientation favoured by its partner, its mean is therefore
\begin{equation}
1-2\epsilon=\frac{e^{2J/T}-1}{e^{2J/T}+1}=\tanh(J/T).
\end{equation}
In one sweep dipole 1 is drawn relative to dipole 2, then dipole 2 relative to the new dipole 1. The two favoured signs multiply to $+1$, so the memory of the orientation of dipole 2 is multiplied by $\tanh^2(J/T)$. Setting this factor equal to $e^{-1/\tau}$ gives the relaxation time in sweeps,
\begin{equation}
\tau=-\frac1{2\ln\tanh(J/T)}\simeq\tfrac14e^{2J/T}
\quad(J\gg T),
\label{tau}
\end{equation}
where the last form uses $\tanh x\simeq1-2e^{-2x}$. At low temperature the pair behaves as one rigid object that local updates very rarely turn over. In a glass its orientation relative to the other dipoles matters, and a wrong choice persists. Fields from the surroundings change the barrier, so (\ref{tau}) is an estimate there.

\section{Choosing the ladder}

\subsection{The exchange rule}

Let a cold replica at $\beta_c$ have energy $E_c$ and a hot one at $\beta_h<\beta_c$ have energy $E_h$. The joint weight is $e^{-\beta_cE_c-\beta_hE_h}$. After a swap it is $e^{-\beta_cE_h-\beta_hE_c}$. The ratio of new to old weight is $e^{-Y}$, with
\begin{equation}
Y=(\beta_c-\beta_h)(E_h-E_c).
\end{equation}
Accepting with probability $\min(1,e^{-Y})$ satisfies detailed balance for the joint distribution: of the two directions of a swap, one is accepted with certainty and the other with the ratio of the weights. Each temperature therefore keeps its own Boltzmann distribution.

\subsection{Spacing}

A swap reverses the sign of $Y$ and multiplies the weight by $e^{-Y}$, so in equilibrium the distribution of $Y$ obeys $p(-Y)=p(Y)e^{-Y}$. The mean acceptance is
\begin{equation}
\bar a=P(Y\le0)+\int_{Y>0}p\,e^{-Y}dY=2P(Y<0)+P(Y=0).
\end{equation}
The last term counts pairs of equal energy. It is large at the lowest temperatures, where both replicas often have the ground-state energy, and negligible where the energies are spread over many levels. In the latter case, if $p$ is approximately Gaussian with mean $\mu$ and variance $\sigma^2$, then $\ln[p(-Y)/p(Y)]=-2\mu Y/\sigma^2$. This must equal $-Y$, so $\sigma^2=2\mu$ and
\begin{equation}
\bar a\simeq\mathrm{erfc}(\sqrt\mu/2).
\label{acc}
\end{equation}
With a heat capacity $C$ (in units of $k_B$, for the whole cell) that is roughly constant across the interval, $\bar E_h-\bar E_c=C(T_h-T_c)$. For the ratio $\rho=T_h/T_c$,
\begin{equation}
\mu=\Big(\frac1{T_c}-\frac1{T_h}\Big)C(T_h-T_c)
=C\,\frac{(\rho-1)^2}{\rho}\simeq C(\ln\rho)^2 ,
\end{equation}
the last form holding for $\rho$ near 1. Equal ratios thus give equal acceptance where $C$ is constant. Since $C$ grows in proportion to $N$ at fixed density, holding $\bar a$ fixed requires $\ln\rho\propto N^{-1/2}$. The number of levels between fixed end temperatures then grows as $\sqrt N$.

\subsection{Top temperature}

Exchange carries configurations to temperatures where local updates work; it does not turn pairs over by itself. The top must therefore be hot enough for the strongest bond $J_{\max}$. Solving (\ref{tau}) for a chosen relaxation time $\tau_{\rm top}$ gives
\begin{equation}
T_{\rm top}=\frac{J_{\max}}{\mathrm{artanh}\,(e^{-1/(2\tau_{\rm top})})}.
\end{equation}
A few sweeps is a sensible target when a walker stays near the top for at least that long. Compact clusters of three or more dipoles can be slower than this pair estimate. The top temperature is a numerical device and need not be one at which the physical model is valid.

\section{Overlaps and the comparison of starts}

For configurations $s$ and $s'$ of the same realization, the overlap is $q=N^{-1}\sum_is_is_i'$. Without an external field $H$ is unchanged when all dipoles are reversed, so the equilibrium $P(q)$ of each realization is even and $|q|$ carries all its information.

Squaring $q$ and averaging over all pairs of times, one from each block, gives
\begin{align}
W_{xy}&=\Big\langle\frac1{N^2}\sum_{ij}s_is_j\,s_i's_j'\Big\rangle
=\frac1{N^2}\sum_{ij}C^{x1}_{ij}C^{y2}_{ij},\label{W}
\end{align}
where $C^{x1}_{ij}$ is the average of $s_is_j$ over block 1 of run $x$. The average factorizes because the two times run independently over their blocks. Inserting (\ref{W}) in (\ref{D}),
\begin{align}
D&=\frac1{N^2}\sum_{ij}\big(C^{a1}C^{a2}+C^{b1}C^{b2}-C^{a1}C^{b2}-C^{b1}C^{a2}\big)_{ij}\nonumber\\
&=\frac1{N^2}\sum_{ij}(C^{a1}-C^{b1})_{ij}(C^{a2}-C^{b2})_{ij}.
\end{align}
Now write $C^{x1}=\bar C^x+\delta^{x1}$ and $C^{x2}=\bar C^x+\delta^{x2}$. Here $\bar C^x$ is the mean in the region of configurations that run $x$ explores, assumed to be the same region in both blocks, and $\delta$ is sampling noise of zero mean. If the noise in block 1 is independent of that in block 2, the cross terms average to zero and
\begin{equation}
\mathrm E[D]=\frac1{N^2}\sum_{ij}(\bar C^a-\bar C^b)_{ij}^2\ge0 .
\end{equation}
The gap between the blocks serves this independence. A single measured $D$ can still be slightly negative, since it contains noise. A strongly negative value is a warning that the runs drifted: if they exchange basins between the blocks, each resembles its partner's past more than its own.

\subsection{What a value of $D$ means}

Two special cases calibrate the scale. First, let each run be frozen in one configuration, with mutual overlap $q_{ab}$. Then $W_{aa}=W_{bb}=1$ and
\begin{equation}
D=2(1-q_{ab}^2).
\label{frozen}
\end{equation}
For unrelated random configurations $\langle q_{ab}^2\rangle=1/N$, so $D$ is close to 2.

Second, let both runs visit two narrow basins with mutual overlap $q_{12}$, run $x$ spending a fraction $w_x$ of its time in the first. Then $\bar C^x=w_xC^{(1)}+(1-w_x)C^{(2)}$, so $\bar C^a-\bar C^b=(w_a-w_b)(C^{(1)}-C^{(2)})$ and
\begin{equation}
\mathrm E[D]=2(w_a-w_b)^2(1-q_{12}^2).
\label{two}
\end{equation}
The measure is quadratic in the error of the weights. It detects trapping strongly and small misweighting weakly. If both runs miss the same basin, $w_a=w_b$ and $D$ gives no warning. Starts should therefore be unrelated, with a mutual overlap near zero. A configuration and its complete reversal are unsuitable: they have the same pair correlations, so two runs frozen in them give $D=0$. Small cells should also be compared with a full enumeration of states.

\section{Worked example}

\subsection{Parameters and ladder}

The parameters are round: fcc lattice constant $a_0=0.63$ nm, $p=0.08\,e$ nm and $\varepsilon=4.5$. With $e^2/(4\pi\varepsilon_0)=1.44$ eV nm,
\begin{equation}
J_0=\frac{1.44\times0.08^2}{4.5\times8.617\times10^{-5}}
\ \mathrm{K\,nm^3}=23.8\ \mathrm{K\,nm^3}.
\end{equation}
A cell of edge $8a_0=5.04$ nm holds 24 dipoles, which occupy 1.17\% of the anion sites. (The program's comments say cation sites; the two fcc sublattices have the same geometry, so the couplings are the same.) The typical interaction scale, $J_0$ times the density, is 4.5 K.

Close pairs are far stronger. Nearest neighbours in the plane normal to $z$ are $a_0/\sqrt2=0.445$ nm apart and couple with $J_0/r^3=269$ K. The conducting boundary subtracts $4\pi J_0/(3V)=0.8$ K, which accounts for the largest bond found, 268 K. The median over dipoles of the strongest bond is 23.4 K. At 1 K an isolated pair with that bond has
\begin{equation}
\tau\simeq\tfrac14e^{46.8}\approx10^{19.7}\ \text{sweeps}.
\end{equation}
At 200 K an isolated pair with the largest bond relaxes in 3.6 sweeps. In the actual cells, where compact clusters occur, the slowest dipole takes about twice as long, which is still short. The ladder therefore runs from 1 K to 200 K, in 13 levels of ratio $\rho=200^{1/12}=1.555$.

The lowest swap rate is 0.51, between 9.1 K and 14.1 K. Inverting (\ref{acc}) gives $\mu\approx0.87$, and $(\rho-1)^2/\rho=0.198$ then implies $C\approx4.4$ for the cell. This is a rough inference from the Gaussian formula and the averaged swap rate, not a separate measurement. The higher swap rates at both ends are consistent with a smaller heat capacity there, but at the cold end pairs of equal energy also contribute and the Gaussian formula should not be inverted.

Each run made 5000 sweeps. On average 102 journeys from the top level to the bottom were completed per run, about 8 per walker. A block of 1800 sweeps thus receives roughly 37 configurations that have been to the top. The count of sweeps alone does not show this supply. The figure is an average over realizations, and slow ones may receive fewer. Nor should the arrivals be counted as independent samples: in eight of the cells, 37 independent draws per block from the exact distribution give a noise of 0.017 in $\langle q^2\rangle$, a third of the value measured below for all 24.

\subsection{Have the starts been forgotten?}

Run $a$ started from random dipoles and run $b$ from full polarization, at every level. The blocks are sweeps 1001--2800 and 3201--5000. After sweep 1000 the energies at 1 K differ by $0.0015\pm0.0017$ K per dipole, against a mean of $-32.21$ K.

The control used the same realizations, types of start, local updates and number of sweeps at 1 K, but no exchange. It had one replica per run and hence about one thirteenth of the work. Thirteen times more sweeps would be 65\,000, still negligible beside $10^{19.7}$. The results at 1 K are:

\begin{center}
\begin{tabular}{lccc}
 & within runs & between runs & $D$\\
with exchange & 0.855 & 0.853 & $0.003\pm0.004$\\
without & 0.963 & 0.101 & $1.72\pm0.05$
\end{tabular}
\end{center}

The middle columns are $\langle q^2\rangle$, and $D$ is twice their difference. Without exchange each run resembles itself and not its partner, close to the frozen case (\ref{frozen}). Its mean energy is $-30.64$ K per dipole, 1.56 K above the exchanged runs. A high overlap within one run is therefore no evidence of equilibrium: here it is higher in the trapped runs.

The whole distributions agree with this reading. For each realization take half the summed absolute difference between $P(|q|)$ within runs and between runs, which is 0 for identical and 1 for disjoint distributions. Its mean is 0.009 with exchange and 0.999 without.

How large a misweighting could remain unnoticed? Two standard errors above the measured mean, $D$ is about 0.010. In the two-basin case (\ref{two}) with $q_{12}\approx0$ this corresponds to an rms weight difference of $\sqrt{0.010/2}\approx0.07$. Similar basins can hide more: if they differ by two dipoles of 24, $q_{12}=0.83$ and the difference is 0.13. Agreement in $D$ does not certify basin weights to one per cent.

For eight smaller cells of 10 dipoles, all $2^{10}$ states were summed. At 1 K the mean $\langle q^2\rangle$ is 0.830 from enumeration and 0.827 from sampling, with an rms error of 0.007 per cell. This tests the sampler where the answer is known. It does not prove that every 24-dipole cell was fully explored.

\subsection{Reading the overlaps}

Between runs, $\langle q^2\rangle$ is $0.85\pm0.03$ at 1 K, $0.54\pm0.03$ at 3.8 K and $0.149\pm0.008$ at 14.1 K. For independent dipoles $C_{ij}=0$ when $i\ne j$, and the diagonal terms of (\ref{W}) give $1/N=0.042$. If the dipoles formed $N/2$ rigid but mutually independent pairs, the off-diagonal terms would add $N/N^2$, giving $2/N=0.083$. The value at 14.1 K exceeds this, so correlations there extend beyond such pairing. One cell size cannot show whether a sharp transition exists. The values also depend on the boundary: for eight of the cells, summed over all states, $\langle q^2\rangle$ at 1 K falls from 0.87 to 0.82 when the conducting boundary is replaced by the sphere in the dipole-free host.

At 1 K, 88\% of the averaged $P(|q|)$ lies at $|q|\ge0.75$. Individual realizations differ widely: $\langle q^2\rangle$ ranges from 0.45 to 1.00. A value near 1 means that one configuration and its reversal dominate. Two narrow basins with weights $w$ and $1-w$ give
\begin{align}
\langle q^2\rangle&=w^2+(1-w)^2+2w(1-w)q_{12}^2\nonumber\\
&=1-2w(1-w)(1-q_{12}^2)\ge\tfrac12 .
\end{align}
The smallest value, 0.45, lies below this bound. Further basins, fluctuations within a basin and sampling noise can each lower the value, and this number alone does not tell them apart.

\section{Run length or more realizations?}

The cross-run value for one realization is the mean of two estimates, $W_{ab}$ and $W_{ba}$, which use disjoint blocks. If these are independent, their mean and half their difference have the same noise variance, $(\sigma_{ab}^2+\sigma_{ba}^2)/4$. The half difference therefore measures the sampling noise. At 1 K it is $\sigma_t=0.051$, while the total spread over realizations is 0.170. The spread due to disorder is
\begin{equation}
\sigma_J=\sqrt{0.170^2-0.051^2}=0.162 .
\end{equation}
The spread of $D$ over realizations is smaller, $0.0035\sqrt{24}=0.017$, because $W$ contains terms linear in $\delta$. In $D$ those terms cancel when $\bar C^a=\bar C^b$, and products of two $\delta$ remain. With $n$ independent configurations per block the noise of $W$ falls as $n^{-1/2}$ and that of $D$ as $1/n$, so this ordering holds once $\delta$ is small; for $n$ of about five the two are comparable.

With $R$ realizations the squared error of the disorder average is $(\sigma_J^2+\sigma_t^2)/R$. For $R=24$ the error is $0.170/\sqrt{24}=0.035$. Infinitely long runs would reduce it merely to 0.033, whereas four times as many realizations would halve it.

For a fixed budget, let each run spend $t_b$ sweeps on equilibration and the gap, and $t$ sweeps on data. Let the noise variance be $\sigma_t^2t_0/t$, where $t_0$ is the present data length. Since $R\propto1/(t_b+t)$, the quantity to minimize is
\begin{equation}
f(t)=\Big(\sigma_J^2+\frac{\sigma_t^2t_0}{t}\Big)(t_b+t).
\end{equation}
Its derivative is $\sigma_J^2-\sigma_t^2t_0t_b/t^2$, which vanishes at
\begin{equation}
t^*=\frac{\sigma_t}{\sigma_J}\sqrt{t_0t_b}.
\end{equation}
Here $t_0=3600$ and $t_b=1400$, so $t^*\approx0.31\times2245\approx700$ sweeps. This optimum concerns the disorder average of $\langle q^2\rangle$ alone and assumes that noise variance falls as $1/t$. Blocks of 350 sweeps would receive about 7 journeys from the top, too few for a searching test of equilibration. A practical division is a subset of realizations run long to establish $t_b$, followed by many shorter runs. It requires that the subset contain the slow realizations, and $D$ should still be monitored in the shorter runs.

\section{Relation to a real dipolar glass}

The parameters lie in the rough regime of hydroxyl dipoles in potassium chloride, at a high concentration for a dilute-impurity picture; 1 K calls for helium refrigeration. One assumption that fails seriously is the single axis. Real hydroxyl dipoles in this host can point along six cubic directions. With the other dipoles held in their sampled configurations, 38\% of the dipoles would lower their energy by turning sideways if all axes were equally available. The median field energy is 33 K along $z$, equivalent to 0.36 MV/cm, and 12 K along $x$. The model thus presupposes a strain that raises the energy of the sideways orientations by more than the transverse fields can gain. This is a severe condition: in an isolated nearest-neighbour pair displaced at $45^\circ$ to $z$, one dipole would gain about 270 K by turning sideways. A uniaxial stress $S$ shifts the sideways orientations by $\lambda Sa_0^3/4$, where $\lambda$ is the dimensionless elastic anisotropy of the defect. A shift of 270 K thus needs about $60/\lambda$ MPa, or 600 MPa for $\lambda=0.1$, far more than so soft a crystal ordinarily bears without plastic flow. The single-axis model therefore serves to illustrate the method, and the value 0.85 should not be transferred to the crystal. Elastic coupling, absent here because reversal by $180^\circ$ leaves an elastic quadrupole unchanged, would also enter. The point-dipole interaction in a continuum is doubtful for the 22\% of dipoles that have a neighbour within one lattice constant. If $0.08\,e$ nm were a bare dipole, a Lorentz local field would multiply all energies by $[(\varepsilon+2)/3]^2=4.7$, and the results quoted at 1 K would belong to 4.7 K. Tunnelling matters less for the static moments: a rough matrix element of 0.3 K, in the sampled local fields, lowers the mean moment by 0.04\%. Its effect on the real switching rate is not covered by this estimate, and Monte Carlo sweeps are not physical time.

The numerical output below gives the full ladder and the remaining values. In its exact check, ``lowest swap rate'' means the rate between the two lowest temperatures.

\section*{Computed results}
\begin{verbatim}
lattice constant 0.63 nm, dipole 0.08 e nm, permittivity 4.5
dipoles 24, realizations 24, runs each 2, sweeps 5000
cell edge 5.04 nm, site fraction 1.17 %
J0 = 23.77 K nm^3; J0 times density = 4.46 K
ladder (K): 1.00 1.56 2.42 3.76 5.85 9.09 14.14 21.99 34.20 53.18 82.70 128.61 200.00
Ewald minus direct sum, largest: 1.2e-05 (1/L^3)
exact check, 8 cells of 10 dipoles at 1 K:
  mean <q^2> exact 0.8296, sampled 0.8273, rms error 0.0073
  rms energy error 0.0017 K per dipole
  lowest swap rate exact 0.919, rms error 0.008
  largest error of mean P(|q|) 0.0026
median strongest bond 23.4 K, largest 268.1 K
pair relaxation, median bond at 1 K: 10^19.7 sweeps
pair relaxation, largest bond at 200 K: 3.64 sweeps
swap rates: 0.88 0.82 0.73 0.61 0.53 0.51 0.52 0.56 0.61 0.66 0.70 0.74
top-to-bottom journeys per run (all walkers): 102
energy per dipole at 1 K (K), random / polarized start:
  sweeps 1-10: -31.154 / -30.923
  sweeps 11-100: -32.103 / -31.998
  sweeps 101-1000: -32.205 / -32.203
  sweeps 1001-5000: -32.206 / -32.207
start gap after sweep 1000: 0.0015 +- 0.0017 K per dipole
energy without exchange: -30.643 K per dipole
cross-run <q^2>: mean, error, spread over realizations
  1.00 K: 0.8531 0.0346 0.1696
  3.76 K: 0.5403 0.0323 0.1584
  14.14 K: 0.1485 0.0082 0.0401
sampling noise of <q^2> per realization at 1 K: 0.0507
smallest and largest <q^2>_J at 1 K: 0.451 1.000
exchange: within, cross <q^2>, D, error of D, largest D
  with:    0.8547 0.8531 0.0030 0.0035 0.0614
  without: 0.9625 0.1005 1.7241 0.0493 1.9956
P(|q|) at 1 K for 12|q| = 0-2, 3-5, 6-8, 9-12:
  with, within: 0.027 0.056 0.035 0.882
  with, cross: 0.027 0.056 0.036 0.882
  without, within: 0.000 0.000 0.017 0.982
  without, cross: 0.503 0.342 0.155 0.000
mean distance within-cross P_J: with 0.009, without 0.999
median |h| at 1 K: along z 33.19 K, along x 11.54 K; z field 0.358 MV/cm
dipoles that would turn sideways if free: 37.6 %
tunnelling 0.3 K (rough): moment loss 0.04 %
dipoles with a neighbour within one lattice constant: 21.9 %
energy scale factor if the dipole were bare: 4.69
\end{verbatim}
